# Harmonic vibrational formation entropy of point defects at high temperature

A crystal is represented by a periodic cell of \(N\) atoms. A point defect is made in it by adding \(n_s\) atoms of each species \(s\); a removed atom counts as \(n_s=-1\). Thus a vacancy in a crystal of A has \(n_A=-1\), a self-interstitial has \(n_A=+1\), and a dopant B on an A site has \(n_A=-1,\ n_B=+1\). Write \(\Delta n=\sum_s n_s\).

The cell volume is the same with and without the defect, the atoms sit at a stable minimum of the energy, and their vibrations are harmonic with temperature-independent frequencies. Electronic and anharmonic entropy are left out; configurational entropy enters only through the choice of defect sites in part (a). The symbols \(k\), \(T\) and \(\omega\) are Boltzmann's constant, temperature and angular frequency; the subscripts 0 and D mark the perfect and the defective cell.

**(a) Define the formation entropy so that the added and removed atoms are accounted for. How does it enter the defect concentration?**

The two cells contain different numbers of atoms, so their free energies cannot be compared until the exchanged atoms have been given a source. Let species \(s\) come from, or go to, a reservoir with chemical potential \(\mu_s(T)\). The formation free energy is

\[
F_f=F_D-F_0-\sum_s n_s\mu_s .
\]

An added atom has been taken from its reservoir, whose free energy falls by \(\mu_s\); a removed atom raises it by the same amount. For a defect of charge \(q\) a term \(qE_F\) is added, where \(E_F\) is the Fermi energy; if \(E_F\) is held fixed, this term does not contribute to the entropy below.

With \(S=-\partial F/\partial T\) and \(s_s=-\partial\mu_s/\partial T\), the entropy per reservoir atom,

\[
S_f=S_D-S_0-\sum_s n_s s_s .
\tag{1}
\]

Now put \(m\) well-separated defects on \(N_{\rm site}\) equivalent sites. The free energy changes by \(mF_f-kT\ln\binom{N_{\rm site}}{m}\). Stirling's formula turns the condition that its derivative with respect to \(m\) vanish into \(F_f=kT\ln[(N_{\rm site}-m)/m]\). For \(m\ll N_{\rm site}\),

\[
\frac{m}{N_{\rm site}}\simeq e^{-F_f/kT}.
\]

If \(F_f=E_f-TS_f\), with \(E_f\) the static formation energy, the vibrations multiply the concentration by \(e^{S_f/k}\). Part (d) shows when this separation holds.

**(b) Find the entropy of one oscillator and its high-temperature expansion.**

Let \(x=\hbar\omega/kT\). The levels \((n+\tfrac12)\hbar\omega\) give a geometric series,

\[
Z=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)},
\qquad
F=kT\ln\!\left(2\sinh\frac x2\right).
\]

Since \(dx/dT=-x/T\), differentiation gives

\[
\frac Sk=-\frac1k\frac{dF}{dT}=\frac x2\coth\frac x2-\ln\!\left(2\sinh\frac x2\right).
\]

For small \(y=x/2\), \(\sinh y=y(1+y^2/6+\dots)\) and \(y\coth y=1+y^2/3+\dots\). Therefore

\[
\ln\!\left(2\sinh\frac x2\right)=\ln x+\frac{x^2}{24}+O(x^4),\qquad
\frac x2\coth\frac x2=1+\frac{x^2}{12}+O(x^4),
\]

and subtraction yields

\[
\frac Sk=1-\ln x+\frac{x^2}{24}+O(x^4).
\tag{2}
\]

The leading part, \(1+\ln(kT/\hbar\omega)\), is the classical entropy. It grows without limit as \(\omega\to0\), because a softer oscillator explores a larger region at the same temperature.

**(c) Apply this to the defect, with crystalline reservoirs. What happens to \(\hbar\) and \(T\)?**

A periodic cell can be translated uniformly in three directions at no cost in energy. These zero-frequency motions are not oscillators and are omitted from both cells. The numbers of modes are then

\[
3N-3\ \text{(perfect)},\qquad 3(N+\Delta n)-3\ \text{(defective)} .
\]

In a large elemental crystal each atom brings three modes. Let \(\langle\cdot\rangle_s\) be the mean over the nonzero modes of the crystal that supplies \(s\). Classically,

\[
\frac{s_s}{k}=3\left[1+\ln\frac{kT}{\hbar}-\langle\ln\omega\rangle_s\right].
\]

Insert the classical entropies in (1). The common constant \(1+\ln(kT/\hbar)\) is multiplied by

\[
[3(N+\Delta n)-3]-[3N-3]-3\Delta n=0 .
\]

What remains is

\[
\boxed{\;\frac{S_f}{k}=\sum_{0}\ln\omega-\sum_{D}\ln\omega+3\sum_s n_s\langle\ln\omega\rangle_s\;}
\tag{3}
\]

The same counting shows that the unit of frequency cancels, so each logarithm may be taken of a frequency in any common unit. Lowering a frequency of the defective cell raises \(S_f\).

Without the reservoirs, the constant would survive with weight \(3\Delta n\). A "vacancy entropy" \(S_D-S_0\) would fall by \(3k\ln2\approx2.08k\) at each doubling of \(T\), merely because three modes are missing.

Equation (3) is for crystalline reservoirs. If an atom is supplied by a gas, the entropy of the gas at the chosen temperature and pressure must be put into (1). The fixed volume matters too: if the cell changes volume by \(\Delta V\) at constant pressure, its entropy changes by a further \((\partial S/\partial V)_T\Delta V\) to first order.

**(d) Find the first quantum correction. Which energy belongs with the classical entropy?**

The \(x^2\) term in (2) gives

\[
\frac{\delta S_f}{k}=\frac{1}{24}\left(\frac{\hbar}{kT}\right)^2M_2,\qquad
M_2=\sum_D\omega^2-\sum_0\omega^2-3\sum_sn_s\langle\omega^2\rangle_s .
\tag{4}
\]

The squared frequencies are eigenvalues of the dynamical matrix, so each sum is a trace and needs no diagonalization. The correction falls as \(T^{-2}\).

The free energy of one mode is \(F/kT=\ln x+x^2/24+\dots\). The logarithms combine as before, with the opposite sign, so

\[
\frac{F_{f,\rm vib}}{kT}=-\frac{S_f^{\rm cl}}{k}+\frac{1}{24}\left(\frac{\hbar}{kT}\right)^2M_2+\dots
\tag{5}
\]

where \(S_f^{\rm cl}\) is the result (3). The correction has the same sign in (4) and (5), although \(F\) contains \(-TS\). The reason is the vibrational energy, \(U/kT=(x/2)\coth(x/2)=1+x^2/12+\dots\). Its equipartition part cancels by mode counting; its \(x^2\) part is twice that of the entropy and reverses the sign.

The classical entropy therefore goes with the static formation energy, without a separate zero-point energy. If the quantum entropy is used, the quantum vibrational energy must be used as well.

**(e) How must the reservoir entropy be taken from a finite cell?**

A perfect A cell has \(3N-3\) nonzero modes. Let \(\bar s\) be their mean entropy per mode. If the cell itself is used to estimate the reservoir in (3), the reservoir atom must carry three modes, \(3\bar s\), whereas dividing the cell entropy by the number of atoms gives

\[
\frac{S_0}{N}=\left(3-\frac3N\right)\bar s .
\]

For a vacancy the reservoir entropy enters (1) with a plus sign. Using \(S_0/N\) thus changes the result by

\[
-\frac{3}{N}\bar s\simeq-\frac{3k}{N}\left[1+\ln\frac{kT}{\hbar}-\langle\ln\omega\rangle_A\right].
\]

This vanishes for a large cell, but in a finite one it leaves a spurious drift \(-(3k/N)\ln T\). For \(N=64\), doubling \(T\) changes the vacancy entropy by \(-0.032k\) in the classical limit. The offset itself is larger than this drift; part (h) gives its size in a model. The choice \(3\bar s\) restores the mode count, but a small cell lacks the long-wavelength modes of the large crystal, so \(\bar s\) keeps a finite-size error of its own. A mean over the whole Brillouin zone of the perfect crystal removes it.

**(f) Does the atomic mass affect the classical formation entropy?**

Let \(\Phi\) be the force-constant matrix of a cell with \(n\) atoms, \(M\) the diagonal mass matrix, and \(D=M^{-1/2}\Phi M^{-1/2}\). A prime on a determinant means the product of nonzero eigenvalues, so \(\sum\ln\omega=\tfrac12\ln\det{}'D\).

The three columns of \(T_0\) displace all atoms by one unit along \(x\), \(y\) and \(z\). Translation invariance means \(\Phi T_0=0\). The normalized null vectors of \(D\) are \(V=M^{1/2}T_0/\sqrt{M_{\rm tot}}\), where \(M_{\rm tot}\) is the total mass. Adding \(VV^{\rm T}\) replaces the three zero eigenvalues by 1 and leaves the others alone:

\[
\det{}'D=\det(D+VV^{\rm T})=\frac{\det(\Phi+WW^{\rm T})}{\det M},\qquad
W=\frac{MT_0}{\sqrt{M_{\rm tot}}}.
\]

Split \(W\) into a part \(b\) along the normalized null vectors \(T_0/\sqrt n\) of \(\Phi\) and a part \(a\) orthogonal to them. With \(\Phi'\) the nonzero block of \(\Phi\),

\[
\det(\Phi+WW^{\rm T})=\det\begin{pmatrix}\Phi'+aa^{\rm T}&ab^{\rm T}\\ ba^{\rm T}&bb^{\rm T}\end{pmatrix}
=\det(bb^{\rm T})\det\Phi' .
\]

The last step eliminates the lower block: it subtracts \(ab^{\rm T}(bb^{\rm T})^{-1}ba^{\rm T}=aa^{\rm T}\) from the upper one. Here

\[
b=\frac{T_0^{\rm T}MT_0}{\sqrt{nM_{\rm tot}}}=\sqrt{\frac{M_{\rm tot}}{n}}\;I_3=\sqrt{\bar m}\,I_3 ,
\]

with \(\bar m\) the mean atomic mass. Since \(\det M=\prod_i m_i^3\),

\[
\sum\ln\omega=\tfrac12\ln\det{}'\Phi-\tfrac32\sum_i\ln m_i+\tfrac32\ln\bar m .
\]

In the difference "perfect minus defective", the individual masses give \(+\tfrac32\sum_sn_s\ln m_s\). In an elemental reservoir every frequency is proportional to \(m_s^{-1/2}\), so the last term of (3) gives \(-\tfrac32\sum_sn_s\ln m_s\). These cancel, leaving

\[
\left.\frac{S_f}{k}\right|_{\rm mass}=-\frac32\ln\frac{\bar m_D}{\bar m_0}.
\tag{6}
\]

This remainder vanishes as \(1/N\). For a dopant of 10 u in a 64-atom cell of 30 u atoms, \(\bar m_D=(63\times30+10)/64=29.69\) u, and (6) gives \(0.016k\). In the large-cell limit the classical \(S_f\) depends on force constants alone. The quantum correction (4) still contains the masses.

**(g) Extend the result to a compound host AB and to a change of charge state.**

In equilibrium with the compound, \(\mu_A+\mu_B=\mu_{AB}\) per formula pair, hence \(s_A+s_B=s_{AB}\). One elemental reservoir may be chosen; the other is then fixed. If A comes from its element, a B vacancy has

\[
\frac{S_f}{k}=\sum_0\ln\omega-\sum_D\ln\omega-\left(6\langle\ln\omega\rangle_{AB}-3\langle\ln\omega\rangle_A\right).
\]

The removed B atom joins an A atom taken from the element to form a pair of the compound. The pair has six modes and the A atom brings three, so the removed B atom again accounts for three. In a large crystal the masses cancel as well, since \(6\langle\ln\omega\rangle_{AB}\) contains \(-\tfrac32(\ln m_A+\ln m_B)\).

If B is exchanged with its own element instead, the vacancy entropy changes by \(s_B^{\rm el}-(s_{AB}-s_A)=s_A+s_B^{\rm el}-s_{AB}\), where \(s_B^{\rm el}\) is the entropy per atom of elemental B. A vacancy entropy in a compound is therefore incomplete without its reservoir.

For two charge states \(q\) and \(q'\) of one defect, the composition is the same and the atomic reservoirs cancel. The transition level is the Fermi energy at which \(F^q+qE_F=F^{q'}+q'E_F\). With \(F_{\rm vib}=kT\sum\ln x\), its classical vibrational part is

\[
\delta E_F=\frac{kT}{q'-q}\left(\sum_q\ln\omega-\sum_{q'}\ln\omega\right).
\]

This is the shift on a fixed energy scale. Relative to a band edge, the edge's own temperature shift must be subtracted.

**(h) Evaluate \(S_f\) for three defects in a model diamond lattice and interpret the signs.**

Let \(\hat r\) be the unit vector along a bond and \(\delta\) the difference of the displacements of its ends. The energy is

\[
E=\frac12\sum_{\rm bonds}\kappa(\hat r\cdot\delta)^2+\frac12\sum_{\rm bond\ pairs}\beta(\hat r_1\cdot\delta_2+\hat r_2\cdot\delta_1)^2 ,
\]

where a bond pair shares an atom. For A, \(\kappa=100\) N/m, \(\beta=10\) N/m and the mass is 30 u. Crystal B has the same structure, twice these spring constants and a mass of 10 u. Terms that involve both species carry the factor 1.5.

All bonds have the same rest length. A vacancy deletes the terms of the missing atom. The interstitial is an A atom at a tetrahedral site, joined to its four neighbours at the bond length, with all the new bond pairs included. Each structure is then unstrained and needs no relaxation. A real defect would relax and rebond, so these numbers illustrate the method and do not describe a material.

Diagonalizing the dynamical matrices, with 512 atoms in the perfect cell and \(\nu=\omega/2\pi\) in THz, gives

| Cell | Modes | \(\sum\ln\nu\) |
|---|---:|---:|
| perfect A | 1533 | 3365.9115 |
| vacancy | 1530 | 3356.0101 |
| interstitial | 1536 | 3374.9129 |
| dopant B | 1533 | 3369.1706 |

Taken as means over 512-atom cells, the reservoir terms \(3\langle\ln\nu\rangle\) are 6.5869 for A and 9.2746 for B. Equation (3) gives

\[
\begin{aligned}
S_f^{\rm vac}/k&=3365.9115-3356.0101-6.5869=3.31,\\
S_f^{\rm int}/k&=3365.9115-3374.9129+6.5869=-2.41,\\
S_f^{\rm dop}/k&=3365.9115-3369.1706-6.5869+9.2746=-0.57 .
\end{aligned}
\]

With 216 atoms the values are 3.28, −2.40 and −0.56, so the last enlargement changes them by at most \(0.03k\). The second decimal is not yet converged: a Brillouin-zone mean gives 6.5729 for A, which turns the vacancy and interstitial values into 3.33 and −2.43. The dopant value does not move, since the B and A terms differ by \(\tfrac32\ln6\) at any cell size.

The signs can be understood by letting one atom move at a time and keeping only the stretching springs. Four tetrahedral bonds give \(\sum\kappa\hat r\hat r^{\rm T}=\tfrac43\kappa I\), because the sum is isotropic and has trace \(4\kappa\).

- **Vacancy.** Each of four neighbours loses one bond. Its force constant along that bond falls from \(\tfrac43\kappa\) to \(\tfrac13\kappa\), a factor of 4. Since \(\ln\omega\) is half the logarithm of the force constant, \(S_f/k\approx4\times\tfrac12\ln4=2.8\).
- **Interstitial.** Each neighbour gains a bond opposite to an existing one, so the constant on that axis rises to \(\tfrac73\kappa\). The added atom has the same \(\tfrac43\kappa\) as in its reservoir. The estimate is \(-2\ln\tfrac74=-1.1\).
- **Dopant.** The neighbours stiffen from \(\tfrac43\kappa\) to \(\tfrac{11}{6}\kappa\) along one axis, giving \(-2\ln\tfrac{11}{8}=-0.64\). Atom B is held less stiffly than in its own crystal, by 1.5 against 2, giving \(+\tfrac32\ln\tfrac43=+0.43\). The sum is −0.21.

The estimate has the right signs but not quantitative accuracy. With the bending springs included, the one-atom estimate becomes 2.6, −2.1 and −0.49; the rest is correlated motion. The estimate cannot give the size in general: with stretching springs alone about a third of the modes of the diamond lattice have zero frequency, and as \(\beta\) is lowered to 0.1 N/m the full values for vacancy and interstitial grow to about 6.3 and −4.9 while the estimate stays near 2.8 and −1.1. It also shows why the dopant reservoir matters: a B atom in the host must be compared with a B atom in the crystal it came from.

At 1000 K the classical contributions \(-TS_f\) are −0.29, +0.21 and +0.05 eV for vacancy, interstitial and dopant. The factors \(e^{S_f/k}\) are about 28, 0.09 and 0.56.

The full oscillator entropy shows how good the classical limit is:

| \(T\) (K) | vacancy (\(k\)) | interstitial (\(k\)) | dopant (\(k\)) |
|---:|---:|---:|---:|
| 300 | 2.93 | −1.94 | −0.62 |
| 600 | 3.21 | −2.28 | −0.62 |
| 1000 | 3.28 | −2.36 | −0.59 |
| 2000 | 3.30 | −2.40 | −0.58 |

At 1000 K the largest \(x\) is 0.66 in crystal A and 1.62 in crystal B. The traces in (4) give corrections of −0.039, +0.051 and −0.025 \(k\), which account for the differences from the classical values to within \(0.004k\).

At 300 K the \(T^{-2}\) law multiplies the dopant correction by 11.1, to \(-0.27k\), and predicts \(-0.85k\) instead of \(-0.62k\). The largest \(x\) is then 5.4 in the B reservoir and 3.6 for the local modes of the dopant, so the expansion cannot be stopped at its first term. The higher terms contribute about \(+0.6k\) from the B reservoir and \(-0.4k\) from the rest. The reservoir, too, has to be in the high-temperature regime.

The miscount of part (e) can be seen in the 64-atom cell. With full oscillator entropies, the consistent vacancy entropy is \(3.134k\) at 1000 K and \(3.163k\) at 2000 K. Using \(S_0/N\) gives \(3.048k\) and \(3.045k\). The difference grows from 0.086 to \(0.118k\), by the \((3k/N)\ln2\approx0.032k\) found above. A Brillouin-zone mean for the reservoir raises the consistent values by a further \(0.08k\) at both temperatures. Without any reservoir the values are \(-2.35k\) and \(-4.38k\): even the sign is wrong, and there is no high-temperature limit.

Numbers in the example were calculated in double precision.
